# Linear tetrahedra near a parabolic minimum, on and off the grid: verification in Python

```python
"""Linear tetrahedron density of states near an isotropic parabolic minimum.

Result under test: on a cubic k-grid of spacing h, with the minimum displaced by
h*u from the nearest grid point (|u_i| <= 1/2) and eps = hbar^2 h^2/(2m),
  interpolated band edge   Delta = eps*|u|^2,
  density above the edge   D_L = h^3 (E-Delta)^2 / (pi^3 eps^3 prod(1-4u_i^2))
for 0 < E-Delta < eps*(1-2 max|u_i|), both spins, per volume.
Reduced quantities: energy x = E/eps, k-space volume v in units of h^3.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(7)


def fraction_below(x, corner):
    """Fraction of each tetrahedron where the linear interpolant is below x."""
    e1, e2, e3, e4 = np.sort(corner, axis=1).T
    out = np.zeros(len(e1))
    out[x >= e4] = 1.0
    r = (x > e1) & (x < e2)
    out[r] = (x-e1[r])**3 / ((e2-e1)[r]*(e3-e1)[r]*(e4-e1)[r])
    r = (x >= e2) & (x < e3)
    a, b, c, d = e1[r], e2[r], e3[r], e4[r]
    y = x - b
    out[r] = ((b-a)**2 + 3*(b-a)*y + 3*y**2
              - (c-a+d-b)/((c-b)*(d-b))*y**3) / ((c-a)*(d-a))
    r = (x >= e3) & (x < e4)
    out[r] = 1 - (e4[r]-x)**3 / ((e4-e1)[r]*(e4-e2)[r]*(e4-e3)[r])
    return out


# Cubes around the nearest grid point and two ways to divide them.
REACH = 8
cubes = np.array(list(itertools.product(range(-REACH, REACH), repeat=3)))
six = []
for order in itertools.permutations(range(3)):
    path = [np.zeros(3, int)]
    for axis in order:
        path.append(path[-1] + np.eye(3, dtype=int)[axis])
    six.append(path)
six = np.array(six)
five = np.array([
    [[0, 0, 0], [1, 1, 0], [1, 0, 1], [0, 1, 1]],
    [[1, 0, 0], [0, 0, 0], [1, 1, 0], [1, 0, 1]],
    [[0, 1, 0], [0, 0, 0], [1, 1, 0], [0, 1, 1]],
    [[0, 0, 1], [0, 0, 0], [1, 0, 1], [0, 1, 1]],
    [[1, 1, 1], [1, 1, 0], [1, 0, 1], [0, 1, 1]]])
six_vertices = (cubes[:, None, None, :] + six[None]).reshape(-1, 4, 3)
# Mirror neighbouring cubes so that shared faces are cut along one diagonal.
five_vertices = (cubes[:, None, None, :]
                 + (five[None] ^ (cubes % 2)[:, None, None, :])).reshape(-1, 4, 3)


def tetra_volume(x, u, vertices=six_vertices):
    """k-space volume below x, summed over explicit tetrahedra."""
    edges = vertices[:, 1:] - vertices[:, :1]
    size = np.abs(np.linalg.det(edges.astype(float))) / 6
    energy = ((vertices - np.asarray(u))**2).sum(axis=2)
    return float(size @ fraction_below(x, energy))


def tetra_slope(x, u, step):
    return (tetra_volume(x+step, u) - tetra_volume(x-step, u)) / (2*step)


def edge_formula(u):
    return float(np.sum(np.square(u)))


def window_formula(u):
    return float(1 - 2*np.max(np.abs(u)))


def volume_formula(t, u):
    return 4/3 * t**3 / np.prod(1 - 4*np.square(u))


def slope_formula(t, u):
    return 4 * t**2 / np.prod(1 - 4*np.square(u))


# Single-tetrahedron volumes against uniform random points in a tetrahedron.
weights = rng.dirichlet(np.ones(4), 200000)
test_corners = np.array([0.0, 0.7, 1.1, 2.0])
sampled = weights @ test_corners
for x in (0.5, 0.9, 1.5):
    assert abs(np.mean(sampled < x)
               - fraction_below(x, test_corners[None])[0]) < 0.006

# Edge, window and quadratic density for several offsets.
example_fraction = np.array([0.40, 0.10, 0.05])
grid_size = 12
position = grid_size * example_fraction
u_example = position - np.rint(position)
points = np.array(list(itertools.product(range(-3, 4), repeat=3)))
for u in (np.zeros(3), u_example, np.array([0.1, -0.25, 0.33])):
    levels = np.sort(((points - u)**2).sum(axis=1))
    width = levels[1] - levels[0]
    assert abs(width - window_formula(u)) < 1e-12
    xa, xb = levels[0] + 0.3*width, levels[0] + 0.8*width
    ra, rb = np.cbrt(tetra_volume(xa, u)), np.cbrt(tetra_volume(xb, u))
    intercept = xa - ra*(xb - xa)/(rb - ra)
    assert abs(intercept - edge_formula(u)) < 1e-9
    assert tetra_volume(edge_formula(u) - 1e-9, u) == 0
    for part in (0.2, 0.5, 0.95):
        t = part*width
        numeric = tetra_slope(edge_formula(u) + t, u, 1e-3*t)
        assert abs(numeric/slope_formula(t, u) - 1) < 1e-5
    # Beyond the window the same law must fail.
    beyond = tetra_volume(edge_formula(u) + 2*width, u)
    assert abs(beyond/volume_formula(2*width, u) - 1) > 0.01
    # The interpolated band does not depend on how the cubes are divided.
    for x in (edge_formula(u) + 0.5*width, 2.3, 7.1):
        assert abs(tetra_volume(x, u)
                   - tetra_volume(x, u, five_vertices)) < 1e-8

# Mean edge over a uniform set of offsets; the lowest vertex is searched for.
m = 20
offsets = np.array(list(itertools.product((np.arange(m)+0.5)/m, repeat=3)))
near = np.array(list(itertools.product((-1, 0, 1, 2), repeat=3)))
lowest = ((offsets[:, None, :] - near[None])**2).sum(axis=2).min(axis=1)
mean_edge = lowest.mean()
assert abs(mean_edge - 0.25) < 2e-3

# Offsets halfway between grid points: changed starting powers.
powers = []
t = 1e-3
for p in range(4):
    u = np.array([0.5]*p + [0.0]*(3-p))
    edge = edge_formula(u)
    v1, v2 = tetra_volume(edge+t, u), tetra_volume(edge+2*t, u)
    power = np.log2(v2/v1)
    powers.append(power)
    assert abs(power - (3-p)) < 0.01
centre = np.full(3, 0.5)
jump = tetra_volume(0.75+1e-9, centre) - tetra_volume(0.75-1e-9, centre)
assert abs(jump - 1) < 1e-6

# Far above the edge: displacement of the state count, in units of eps.
far_x = 30.0
far_shifts = []
for u in (np.zeros(3), u_example, centre):
    equivalent = (3*tetra_volume(far_x, u)/(4*np.pi))**(2/3)
    far_shifts.append(far_x - equivalent)
    assert abs(far_shifts[-1] - 0.5) < 0.02

# Model band in eV and angstrom.
lattice_constant = 5.0
mass = 0.25
free_coeff = const.hbar**2/(2*const.m_e)/const.e*1e20
coeff = free_coeff/mass
hartree = const.physical_constants["Hartree energy in eV"][0]
h = 2*np.pi/(lattice_constant*grid_size)
eps = coeff*h**2
delta = eps*edge_formula(u_example)
window = eps*window_formula(u_example)


def true_density(energy):
    return np.sqrt(energy)/(2*np.pi**2*coeff**1.5)


def linear_density(energy, u):
    t = energy - eps*edge_formula(u)
    return h**3*t**2/(np.pi**3*eps**3*np.prod(1-4*np.square(u)))


# Normalization of the true density from plane waves counted in a periodic box.
radius = 40.3
axis = np.arange(-41, 42)**2
count = np.count_nonzero(axis[:, None, None] + axis[None, :, None]
                         + axis[None, None, :] < radius**2)
box = 2*np.pi*radius/np.sqrt(eps/coeff)
assert abs(2*count/box**3/quad(true_density, 0, eps)[0] - 1) < 5e-3

print(f"lattice constant = {lattice_constant:.1f} angstrom")
print(f"mass = {mass:.2f} electron masses")
print("minimum in units of 2pi/a =", example_fraction)
print(f"grid points per axis = {grid_size}")
print(f"hbar^2/(2m) = {coeff:.4f} eV angstrom^2")
print(f"spacing h = {h:.5f} 1/angstrom")
print(f"one-spacing energy eps = {eps:.5f} eV = {eps/hartree:.6f} hartree")
print("offset u =", np.round(u_example, 3), "(units of h)")
print(f"edge shift Delta/eps = {edge_formula(u_example):.4f}")
print(f"edge shift Delta = {delta:.5f} eV = {delta/hartree:.6f} hartree")
print(f"window width = {window:.5f} eV")
print(f"window top = {delta+window:.5f} eV above true minimum")
print(f"product of (1-4u_i^2) = {np.prod(1-4*u_example**2):.5f}")
print(f"largest shift 3 eps/4 = {0.75*eps:.5f} eV")
print(f"mean shift over offsets = {mean_edge:.4f} eps (finite sample)")

print("densities in 1/(eV angstrom^3): E (eV), linear, true, ratio")
for name, u, parts in (("on-grid", np.zeros(3), (0.25, 0.5, 1.0)),
                       ("off-grid", u_example, (0.5, 1.0))):
    for part in parts:
        t = part*window_formula(u)
        energy = eps*(edge_formula(u) + t)
        dl, dt = linear_density(energy, u), true_density(energy)
        # One-sided difference stays inside the window at its upper end.
        x, step = energy/eps, 1e-5*t
        slope = (tetra_volume(x-step, u)-tetra_volume(x-2*step, u))/step
        explicit = 2*h**3*slope/((2*np.pi)**3*eps)
        assert abs(explicit/dl - 1) < 2e-4
        print(f"{name}, {part:.2f} of window: {energy:.5f}, "
              f"{dl:.4e}, {dt:.4e}, {dl/dt:.4f}")

for p, power in enumerate(powers):
    print(f"{p} half-spacing offsets: state count starts as t^{power:.3f}")
print(f"cube-centre jump in volume = {jump:.5f} h^3")
for name, shift in zip(("on-grid", "example", "cube centre"), far_shifts):
    print(f"count displacement at E = {far_x:.0f} eps, {name}: {shift:.4f} eps")

print("grid size, eps (eV), Delta/eps, Delta (eV)")
for n in (8, 10, 12, 16, 20, 24):
    indices = np.array(list(itertools.product(range(n), repeat=3)))
    k_difference = 2*np.pi/lattice_constant*(indices/n - example_fraction)
    grid_edge = (coeff*(k_difference**2).sum(axis=1)).min()
    eps_n = coeff*(2*np.pi/(lattice_constant*n))**2
    position = n*example_fraction
    reduced_edge = edge_formula(position - np.rint(position))
    assert abs(grid_edge - eps_n*reduced_edge) < 1e-10
    print(f"{n:2d}, {eps_n:.5f}, {reduced_edge:.4f}, {grid_edge:.5f}")

print("no test failed")
```

Output:

```
lattice constant = 5.0 angstrom
mass = 0.25 electron masses
minimum in units of 2pi/a = [0.4  0.1  0.05]
grid points per axis = 12
hbar^2/(2m) = 15.2399 eV angstrom^2
spacing h = 0.10472 1/angstrom
one-spacing energy eps = 0.16712 eV = 0.006142 hartree
offset u = [-0.2  0.2 -0.4] (units of h)
edge shift Delta/eps = 0.2400
edge shift Delta = 0.04011 eV = 0.001474 hartree
window width = 0.03342 eV
window top = 0.07353 eV above true minimum
product of (1-4u_i^2) = 0.25402
largest shift 3 eps/4 = 0.12534 eV
mean shift over offsets = 0.2494 eps (finite sample)
densities in 1/(eV angstrom^3): E (eV), linear, true, ratio
on-grid, 0.25 of window: 0.04178, 1.3851e-05, 1.7405e-04, 0.0796
on-grid, 0.50 of window: 0.08356, 5.5403e-05, 2.4615e-04, 0.2251
on-grid, 1.00 of window: 0.16712, 2.2161e-04, 3.4811e-04, 0.6366
off-grid, 0.50 of window: 0.05682, 8.7244e-06, 2.0298e-04, 0.0430
off-grid, 1.00 of window: 0.07353, 3.4898e-05, 2.3091e-04, 0.1511
0 half-spacing offsets: state count starts as t^3.000
1 half-spacing offsets: state count starts as t^2.000
2 half-spacing offsets: state count starts as t^1.001
3 half-spacing offsets: state count starts as t^0.004
cube-centre jump in volume = 1.00000 h^3
count displacement at E = 30 eps, on-grid: 0.4970 eps
count displacement at E = 30 eps, example: 0.4998 eps
count displacement at E = 30 eps, cube centre: 0.5051 eps
grid size, eps (eV), Delta/eps, Delta (eV)
 8, 0.37603, 0.2400, 0.09025
10, 0.24066, 0.2500, 0.06016
12, 0.16712, 0.2400, 0.04011
16, 0.09401, 0.3600, 0.03384
20, 0.06016, 0.0000, 0.00000
24, 0.04178, 0.3600, 0.01504
no test failed
```
